# Head and Wings of the Dielectric Matrix at Long Wavelength, part 2

We seek the $q\to0$ limit, along $\mathbf q=q\hat{\mathbf q}$, of the RPA dielectric matrix of an insulator, for use in GW. Hartree atomic units are used. Independent electrons have the fixed Hamiltonian $H=\tfrac12 p^2+V_{\rm loc}(\mathbf r)+V_{\rm nl}$, with $V_{\rm nl}$ nonlocal, Hermitian and short-ranged. There are $N$ k-points, the cell volume is $\Omega$, and each occupied band holds two electrons.

The periodic Bloch functions $u_{n\mathbf k}$ are eigenstates of $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$ with energies $\varepsilon_{n\mathbf k}$. Occupied bands are $v$, empty ones $c$, and

$$\Delta=\varepsilon_{c\mathbf k}-\varepsilon_{v\mathbf k},\qquad
\mathbf v_{nm}=\langle u_{n\mathbf k}|\partial H_{\mathbf k}/\partial\mathbf k|u_{m\mathbf k}\rangle,$$

$$\rho_{nm}(\mathbf G)=\langle u_{n\mathbf k}|e^{-i\mathbf G\cdot\mathbf r}|u_{m\mathbf k}\rangle.$$

The velocity operator is

$$i[H,\mathbf r]=\mathbf p+i[V_{\rm nl},\mathbf r].\tag{8}$$

A weak potential energy $U$ of amplitude $\phi$ and frequency $\omega$ changes the density matrix $\gamma$ between eigenstates $a,b$ with occupations $f_a,f_b$:

$$\omega\,\delta\gamma_{ab}=(\varepsilon_a-\varepsilon_b)\delta\gamma_{ab}+(f_b-f_a)U_{ab},
\qquad
\delta\gamma_{ab}=\frac{(f_b-f_a)U_{ab}}{\omega-\varepsilon_a+\varepsilon_b}.\tag{1}$$

The response $\chi_{\mathbf{GG'}}$ is the induced density at $\mathbf q+\mathbf G$ divided by the amplitude $\phi$ at $\mathbf q+\mathbf G'$. With $v_{\mathbf G}=4\pi/|\mathbf q+\mathbf G|^2$, the symmetrized dielectric matrix is

$$\tilde\epsilon_{\mathbf{GG'}}=\delta_{\mathbf{GG'}}-\sqrt{v_{\mathbf G}v_{\mathbf G'}}\;\chi_{\mathbf{GG'}}.\tag{3}$$

Its head has $\mathbf G=\mathbf G'=0$, its wings have one index zero, and its body has none. The first derivation used the overlap

$$\langle u_{v\mathbf k}|u_{c\mathbf k+\mathbf q}\rangle=\frac{\mathbf q\cdot\mathbf v_{vc}}{\Delta}+O(q^2)\tag{5}$$

and found the head

$$\tilde\epsilon_{00}=1+\frac{16\pi}{N\Omega}\sum_{\mathbf kvc}\frac{|\hat{\mathbf q}\cdot\mathbf v_{vc}|^2}{\Delta(\Delta^2-\omega^2)}\tag{10}$$

and the two-term forms

$$\chi_{\mathbf G0}=\frac{2}{N\Omega}\sum_{\mathbf kvc}\left[\frac{\rho_{vc}(\mathbf G)(\mathbf q\cdot\mathbf v_{vc})^*}{\Delta(\omega-\Delta)}+\frac{\rho_{cv}(\mathbf G)\,\mathbf q\cdot\mathbf v_{vc}}{\Delta(\omega+\Delta)}\right],\tag{11}$$

$$\chi_{0\mathbf G}=\frac{2}{N\Omega}\sum_{\mathbf kvc}\left[\frac{\mathbf q\cdot\mathbf v_{vc}\,\rho_{vc}(\mathbf G)^*}{\Delta(\omega-\Delta)}+\frac{\mathbf q\cdot\mathbf v_{cv}\,\rho_{cv}(\mathbf G)^*}{\Delta(\omega+\Delta)}\right].\tag{12}$$

Time reversal turns these into the wings

$$\tilde\epsilon_{\mathbf G0}=\frac{16\pi}{N\Omega|\mathbf G|}\sum_{\mathbf kvc}\frac{\rho_{vc}(\mathbf G)(\hat{\mathbf q}\cdot\mathbf v_{vc})^*}{\Delta^2-\omega^2},\tag{14}$$

$$\tilde\epsilon_{0\mathbf G}=\frac{16\pi}{N\Omega|\mathbf G|}\sum_{\mathbf kvc}\frac{(\hat{\mathbf q}\cdot\mathbf v_{vc})\rho_{vc}(\mathbf G)^*}{\Delta^2-\omega^2}.\tag{15}$$

The second derivation treats the potential $\phi\,e^{i\mathbf q\cdot\mathbf r}e^{-i\omega t}$ locally as a uniform force of amplitude

$$\mathbf F=-i\mathbf q\phi.\tag{16}$$

Under a real uniform force $\mathbf F(t)$, with $\dot{\mathbf A}=\mathbf F$ and $\mathbf A=0$ in the distant past, the periodic functions obey $i\dot u=H_{\boldsymbol\kappa}u$, where $\boldsymbol\kappa=\mathbf k+\mathbf A(t)$.

The model crystal used for numerical checks has a cubic cell of side 5 bohr, two unequal Gaussian wells, one attractive Gaussian projector of strength 0.5 Ha, one occupied band, 64 k-points and $\hat{\mathbf q}=(1,2,2)/3$.

### Following the occupied space

Let $P_{\boldsymbol\kappa}$ project on the occupied states of $H_{\boldsymbol\kappa}$. The density matrix at one k-point obeys $i\dot\gamma=[H_{\boldsymbol\kappa},\gamma]$ and starts as $P_{\mathbf k}$. Write $\gamma=P_{\boldsymbol\kappa}+g$. Since $P_{\boldsymbol\kappa}$ commutes with $H_{\boldsymbol\kappa}$,

$$i\dot g=[H_{\boldsymbol\kappa},g]-i\mathbf F\cdot\partial P_{\boldsymbol\kappa},\tag{17}$$

where $\partial$ is the gradient in wavevector. The part $g$ is the lag of the electrons behind the moving occupied space. It is of first order in $\mathbf F$, so $\boldsymbol\kappa$ may be replaced by $\mathbf k$ in (17).

The gradient of the projector follows from two identities. Differentiating $P^2=P$ gives $(\partial P)P+P(\partial P)=\partial P$. Between two occupied states this reads $2(\partial P)_{vv'}=(\partial P)_{vv'}$, and between two empty states $0=(\partial P)_{cc'}$, so both blocks vanish. Differentiating $[H_{\mathbf k},P_{\mathbf k}]=0$ gives $[\partial H,P]+[H,\partial P]=0$. Its $cv$ element is $\mathbf v_{cv}+\Delta(\partial P)_{cv}=0$, and its $vc$ element is $-\mathbf v_{vc}-\Delta(\partial P)_{vc}=0$. Hence

$$(\partial P)_{cv}=-\frac{\mathbf v_{cv}}{\Delta},\qquad(\partial P)_{vc}=-\frac{\mathbf v_{vc}}{\Delta}.\tag{18}$$

The equation for $g$ is linear, so complex amplitudes proportional to $e^{-i\omega t}$ may now be used, with $\operatorname{Im}\omega>0$. The $cv$ element of (17) is $\omega g_{cv}=\Delta g_{cv}+i\mathbf F\cdot\mathbf v_{cv}/\Delta$. In the $vc$ element $\Delta$ changes sign in the commutator. Thus

$$g_{cv}=\frac{i\mathbf F\cdot\mathbf v_{cv}}{\Delta(\omega-\Delta)},\qquad
g_{vc}=\frac{i\mathbf F\cdot\mathbf v_{vc}}{\Delta(\omega+\Delta)}.\tag{19}$$

The other blocks of $g$ have no source and stay zero.

### The first wing: density under a uniform force

The density component at $\mathbf G$ is $(2/N\Omega)\sum_{\mathbf k}{\rm Tr}[e^{-i\mathbf G\cdot\mathbf r}\gamma]$. The contribution of $P_{\boldsymbol\kappa}$ is a periodic function of $\boldsymbol\kappa$ summed over the Brillouin zone. For a dense mesh, shifting the argument by $\mathbf A$ does not change the sum. The induced density therefore comes from $g$ alone:

$$\delta n_{\mathbf G}=\frac{2}{N\Omega}\sum_{\mathbf kvc}\left[\rho_{vc}(\mathbf G)g_{cv}+\rho_{cv}(\mathbf G)g_{vc}\right].$$

Insert (19) and $\mathbf F=-i\mathbf q\phi$. The product $i(-i)$ is 1, and $\delta n_{\mathbf G}/\phi$ is expression (11) term by term. With time reversal it gives the wing (14). This wing is thus the microscopic density ripple raised by a uniform force.

### The head: current and charge conservation

A uniform force gives a uniform response, so the long-wavelength density cannot be read off directly. It follows from the current. The operator $e^{-i\mathbf q\cdot\mathbf r}$ measures that density, and its rate of change is $i[H,e^{-i\mathbf q\cdot\mathbf r}]$. For the nonlocal potential the commutator kernel is

$$V_{\rm nl}(\mathbf r,\mathbf r')\left(e^{-i\mathbf q\cdot\mathbf r'}-e^{-i\mathbf q\cdot\mathbf r}\right)
=-2i\,V_{\rm nl}(\mathbf r,\mathbf r')\,e^{-i\mathbf q\cdot(\mathbf r+\mathbf r')/2}\sin\frac{\mathbf q\cdot(\mathbf r'-\mathbf r)}{2}.$$

Because $V_{\rm nl}$ has short range, the sine may be replaced by its argument at small $q$. The commutator becomes $-i\mathbf q\cdot[V_{\rm nl},\mathbf r]$ times a slowly varying phase, so its contribution to the rate of change is $-i\mathbf q\cdot i[V_{\rm nl},\mathbf r]$ times that phase. For the kinetic energy, $[p^2/2,e^{-i\mathbf q\cdot\mathbf r}]=-\tfrac12\big(\mathbf q\cdot\mathbf p\,e^{-i\mathbf q\cdot\mathbf r}+e^{-i\mathbf q\cdot\mathbf r}\,\mathbf q\cdot\mathbf p\big)$, so after multiplication by $i$ it contributes $-i\mathbf q\cdot\mathbf p$, with the phase placed symmetrically. Thus

$$\frac{dn_{\mathbf q}}{dt}=-i\mathbf q\cdot\mathbf J,\qquad
n_{\mathbf q}=\frac{\mathbf q\cdot\mathbf J}{\omega},\tag{20}$$

where $\mathbf J$ is the mean current density of the full velocity (8). A current built from $\mathbf p$ alone does not account for the charge moved by the nonlocal potential. Charge conservation requires the commutator.

The mean current is $(2/N\Omega)\sum_{\mathbf k}{\rm Tr}[(\partial H_{\boldsymbol\kappa})\gamma]$. In the part from $P_{\boldsymbol\kappa}$,

$${\rm Tr}[(\partial H)P]=\partial\,{\rm Tr}[HP]-{\rm Tr}[H\,\partial P]=\partial\sum_v\varepsilon_{v\boldsymbol\kappa}.$$

The last trace vanishes because $H$ has only occupied-occupied and empty-empty blocks, and these blocks of $\partial P$ are zero. The gradient of a periodic function integrates to zero over the zone, which says that a filled band carries no current. The part from $g$ is

$$\mathbf J=\frac{2i}{N\Omega}\sum_{\mathbf kvc}\left[\frac{\mathbf v_{vc}(\mathbf F\cdot\mathbf v_{cv})}{\Delta(\omega-\Delta)}+\frac{\mathbf v_{cv}(\mathbf F\cdot\mathbf v_{vc})}{\Delta(\omega+\Delta)}\right].$$

Take the scalar product with $\mathbf q$, insert (16), and use $1/(\omega-\Delta)+1/(\omega+\Delta)=2\omega/(\omega^2-\Delta^2)$. The factor $\omega$ cancels the one in (20), and

$$\frac{n_{\mathbf q}}{\phi}=-\frac{4}{N\Omega}\sum_{\mathbf kvc}\frac{|\mathbf q\cdot\mathbf v_{vc}|^2}{\Delta(\Delta^2-\omega^2)}.$$

This is $\chi_{00}$ of the first derivation, and multiplication by $-4\pi/q^2$ gives the head (10).

### The second wing: current under a periodic potential

Now let the potential $\phi\,e^{i\mathbf G\cdot\mathbf r}e^{-i\omega t}$ act. Equation (1) gives $\delta\gamma_{cv}=U_{cv}/(\omega-\Delta)$ and $\delta\gamma_{vc}=-U_{vc}/(\omega+\Delta)$, with $U_{cv}=\phi\rho_{vc}(\mathbf G)^*$ and $U_{vc}=\phi\rho_{cv}(\mathbf G)^*$. The current divided by $\omega$ is

$$\frac{\mathbf J}{\omega}=\frac{2}{N\Omega}\sum_{\mathbf kvc}\left[\frac{\mathbf v_{vc}U_{cv}}{\omega(\omega-\Delta)}-\frac{\mathbf v_{cv}U_{vc}}{\omega(\omega+\Delta)}\right].$$

Use the partial fractions

$$\frac1{\omega(\omega-\Delta)}=\frac1\Delta\left[\frac1{\omega-\Delta}-\frac1\omega\right],\qquad
\frac1{\omega(\omega+\Delta)}=\frac1\Delta\left[\frac1\omega-\frac1{\omega+\Delta}\right].$$

The terms in $1/\omega$ combine to $-(2/N\Omega\omega)\sum(\mathbf v_{vc}U_{cv}+\mathbf v_{cv}U_{vc})/\Delta$. By (18) this is $+(2/N\Omega\omega)\sum_{\mathbf k}\partial\,{\rm Tr}[UP_{\mathbf k}]$, again a gradient that integrates to zero. A static periodic potential drives no current in the insulator. For the potential $\phi\,e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}e^{-i\omega t}$ this current acquires the slow modulation $e^{i\mathbf q\cdot\mathbf r}$, and (20) gives the density $n_{\mathbf q}=\mathbf q\cdot\mathbf J/\omega$. The remaining terms, multiplied by $\mathbf q$ and divided by $\phi$, are expression (12), which gives the wing (15).

### What enters the screened interaction

GW needs the inverse matrix. Write $h$ for the head, $w$ for the column (14), $w'$ for the row (15), and $B$ for the body at $q=0$. The first column $(x_0,x)$ of the inverse solves

$$hx_0+w'x=1,\qquad wx_0+Bx=0.$$

The second equation gives $x=-B^{-1}wx_0$, and the first then gives

$$(\tilde\epsilon^{-1})_{00}=\frac{1}{h-w'B^{-1}w},\qquad
(\tilde\epsilon^{-1})_{\mathbf G0}=-\frac{(B^{-1}w)_{\mathbf G}}{h-w'B^{-1}w}.\tag{21}$$

The subtraction is the effect of local fields: the ripple $w$ creates a microscopic potential that acts back on the average polarization. Since $w$ and $w'$ are linear in $\hat{\mathbf q}$ and $h$ is quadratic, the denominator is a quadratic form $\hat{\mathbf q}\cdot\boldsymbol\epsilon_M\cdot\hat{\mathbf q}$. The tensor $\boldsymbol\epsilon_M$ is the macroscopic dielectric tensor in the RPA. In an anisotropic crystal the inverse head depends on the direction from which $q=0$ is approached, so no single number can be stored for that point.

In the model crystal the static head is 1.322 and the denominator in (21) is 1.264. Local fields remove 0.058, or 18 % of the head's excess over 1. The same number follows from the static tensor $\boldsymbol\epsilon_M$ with $\hat{\mathbf q}=(1,2,2)/3$. Its diagonal elements are 1.27787, 1.25469 and 1.24243, and its $xy$, $xz$ and $yz$ elements are 0.01151, 0.00599 and 0.00452. The diagonal elements, weighted by 1, 4 and 4, add up to 11.266, the off-diagonal ones contribute 0.106, and $11.372/9=1.264$. These values use 81 plane waves and 27 vectors $\mathbf G$ in the dielectric matrix. Going to 216 k-points changes this constant by 0.0008 and enlarging the basis changes it by 0.0002. The size of the matrix matters more: with 179 plane waves, going from 27 to 123 vectors $\mathbf G$ lowers the constant from 1.2639 to 1.2622. The third decimal is therefore not converged for the model. At the imaginary frequency $0.5i$ Ha the head falls to 1.248, because $\Delta^2-\omega^2$ becomes $\Delta^2+0.25$ Ha$^2$ in every positive term of (10).

With $\mathbf p$ in place of the full velocity the static head is 1.142. Its excess over 1 is $0.142/0.322=44\,\%$ of the correct value, and the wing vector is wrong by 35 % of its length. The size and sign of this error belong to the model; nothing in the derivation fixes them. The program tests the head, both wings, the inverse head and the inverse wing against the extrapolated finite-$q$ matrix at both frequencies.

### What each derivation assumes

Both derivations assume independent electrons in a fixed $H$, linear response, a gap, and a frequency away from the transition energies. Both need the kernel of $V_{\rm nl}$ to fall off fast enough for $V_{\rm nl}(\mathbf r,\mathbf r')(\mathbf r'-\mathbf r)$ to be a well-behaved operator. Both use time reversal to reach the compact wings (14) and (15). Without it the two-term forms (11) and (12) remain valid, and the head is unchanged.

They differ in how they treat the long wavelength. The first starts from a finite $\mathbf q$ and expands a known expression, so the size of the neglected terms can be examined. The second assumes from the start that a slowly varying force acts locally like a uniform one. For an insulator the agreement of the two results confirms this at leading order.

They also differ in the role of frequency. The first allows $\omega=0$ directly. The second obtains the head and the second wing from a current, divides by $\omega$, and reaches the static case only as a limit of the final formula.

The third difference concerns the k-mesh. The first derivation gives the $q\to0$ limit of the finite-$q$ sum on whatever mesh is used, provided that the mesh contains $-\mathbf k$ with $\mathbf k$ for the compact wings. The second discards gradients summed over the zone. For the two wings the discarded gradient is that of ${\rm Tr}[e^{\mp i\mathbf G\cdot\mathbf r}P_{\mathbf k}]$, which time reversal makes even in $\mathbf k$, so the gradient cancels on any mesh containing $-\mathbf k$ with $\mathbf k$. For the head no such cancellation occurs and a dense mesh is required. For the head the discarded current is $(2/N\Omega)\sum_{\mathbf kv}\partial(\mathbf A\cdot\partial)\varepsilon_{v\mathbf k}$. From $\dot{\mathbf A}=\mathbf F$ and (16), $\mathbf A=\mathbf q\phi/\omega$. Through (20) this current would add to the head

$$-\frac{8\pi}{N\Omega\,\omega^2}\sum_{\mathbf kv}(\hat{\mathbf q}\cdot\partial)^2\varepsilon_{v\mathbf k}.\tag{22}$$

On a coarse mesh the sum need not vanish, and the term diverges at low frequency. A dense mesh removes it only if the bands are periodic in $\mathbf k$, which a truncated set of vectors $\mathbf G$ kept the same for all $\mathbf k$ does not guarantee: in the model with 81 plane waves, (22) at $\omega=0.5i$ Ha is 0.0050 on 64 k-points and still 0.0044 on 216. A calculation based on the current must therefore remove it, whereas one based on (10) never contains it.

Expression (22) also shows where the result stops applying. In a metal the sum covers only part of a band, does not vanish on a dense mesh, and represents the free acceleration of the carriers. In the first derivation the same physics sits in transitions within one band, where the overlap tends to 1 instead of 0 and the expansion (5) does not apply. Formulas (10), (14) and (15) then describe the interband part alone.

What each derivation explains is different as well. In the first, the commutator appears because neighbouring Bloch states are eigenstates of the full $H_{\mathbf k}$, and their overlap reflects every part of it that depends on $\mathbf k$. In the second, it enters in two ways: a uniform force shifts the wavevector of the whole Hamiltonian, which fixes (18), and charge must be conserved when a nonlocal potential transfers electrons between two points, which fixes the current in (20).

## Computed values

```
Model: cell side 5.0 bohr, volume 125.0 bohr^3
  local well: depth 1.50 Ha, width 1.00 bohr, at (0.00, 0.00, 0.00) bohr
  local well: depth 0.50 Ha, width 1.00 bohr, at (1.50, 1.00, 0.50) bohr
  projector at origin: strength 0.50 Ha (attractive), width 1.00 bohr
  plane waves 81, k-points 64, G vectors in matrix 27
  direction qhat = (0.3333, 0.6667, 0.6667)
Band gap on mesh: 0.7020 Ha; smallest direct gap: 0.7730 Ha
Commutator, formula against quadrature: relative error 2.7e-15
At k = (1,1,3)/8 of 2 pi/a:
  valence slope from energies 0.157207 a.u.
  valence slope from p + commutator 0.157207 a.u., from p alone 0.104896 a.u.
  lowest transition energy D = 0.81991 Ha
  |qhat.p| = 0.41415 a.u., |qhat.v| = 0.59634 a.u.
  overlap/q by diagonalization 0.72732 bohr
  |qhat.v|/D = 0.72732 bohr, |qhat.p|/D = 0.50511 bohr
Imaginary frequency w = 0.0 Ha:
  head at q = 0.02, 0.01 bohr^-1: 1.3219361, 1.3219977
  head extrapolated 1.3220182, head formula 1.3220182
  1/inverse head: extrapolated 1.2636123, formula 1.2636123
  relative errors: head 6e-09, wings 2e-08 and 2e-08,
    inverse head 2e-08, inverse wing 1e-08
  head error ratio on halving q: 4.000
  largest wing, G = (0,-1,0) 2 pi/a:
    formula -0.102148 -0.009956 i
    extrapolated -0.102148 -0.009956 i
Imaginary frequency w = 0.5 Ha:
  head at q = 0.02, 0.01 bohr^-1: 1.2481027, 1.2481452
  head extrapolated 1.2481594, head formula 1.2481594
  1/inverse head: extrapolated 1.2096747, formula 1.2096747
  relative errors: head 3e-09, wings 2e-08 and 2e-08,
    inverse head 1e-08, inverse wing 1e-08
Static, p alone: head 1.14203, 1/inverse head 1.11754
  p alone: head minus 1 is 44.1 % of the correct value
  p alone: relative error of wing vector 35.3 %
Local-field change of the static constant along qhat: -0.05841
Static macroscopic tensor (dimensionless):
    1.27787   0.01151   0.00599
    0.01151   1.25469   0.00452
    0.00599   0.00452   1.24243
Static constant along qhat, 216 k-points: 1.26438
Static constant along qhat, 147 plane waves: 1.26383
```
